# Where the RPA plasmon meets the particle-hole continuum in aluminium and sodium: verification in Python

```python
"""
Result under test: in the zero-temperature RPA electron gas the plasmon
meets the upper edge of the particle-hole continuum at x = q/kF solving
    (1 + x/2) ln(1 + 2/x) - 1 = (pi/2) k x^2,    k = kF*a0,
to be compared with the estimate q = omega_p/vF, i.e. x = s.
Symbols: x = wavevector / kF; W = energy / (hbar^2 kF^2/m);
s = plasma energy at q = 0 in the unit of W, also omega_p/(vF kF);
edge: W = x + x^2/2; eta = (W - edge)/x, height above the edge;
t = component of the initial electron wavevector along q, over kF.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

BOHR = const.physical_constants["Bohr radius"][0]
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = BOHR / const.angstrom


def fermi_wavevector(r_s):
    return (9 * np.pi / 4) ** (1 / 3) / r_s


def plasma_ratio(k):
    return np.sqrt(4 / (3 * np.pi * k))


def bracket(x):
    return (1 + x / 2) * np.log(1 + 2 / x) - 1


def balance(x, k):
    return bracket(x) - np.pi * k * x**2 / 2


def epsilon_pairs(x, eta, k):
    """RPA dielectric function from Pauli-allowed pairs, for x < 2."""
    edge = x + x**2 / 2

    def integrand(t):
        pair_energy = x * t + x**2 / 2
        occupied_final = max(0.0, 1 - (t + x)**2)
        area = np.pi * ((1 - t) * (1 + t) - occupied_final)
        difference = x * ((1 - t) + eta)
        total = edge + x * eta + pair_energy
        return area * 2 * pair_energy / (difference * total)

    integral = 0.0
    for low, high in ((-x / 2, 1 - x), (1 - x, 1.0)):
        integral += quad(integrand, low, high, epsabs=1e-12,
                         epsrel=1e-11, limit=200)[0]
    return 1 - integral / (np.pi**2 * k * x**2)


def critical_from_pairs(k):
    return brentq(lambda x: epsilon_pairs(x, 0.0, k), 0.1, 1.9,
                  xtol=1e-12)


def plasmon_height(x, k):
    """eta at the zero of epsilon above the continuum."""
    return brentq(lambda eta: epsilon_pairs(x, eta, k), 0.0, 10 / x,
                  xtol=1e-13)


# The continuum edge, by random sampling of allowed pairs
rng = np.random.default_rng(7)
points = rng.uniform(-1, 1, (400000, 3))
points = points[np.sum(points**2, axis=1) < 1]
x_sample = 0.7
final = points + np.array([0, 0, x_sample])
allowed = np.sum(final**2, axis=1) > 1
energies = (np.sum(final**2, axis=1) - np.sum(points**2, axis=1)) / 2
largest = energies[allowed].max()
sample_edge = x_sample + x_sample**2 / 2
assert sample_edge - 0.02 < largest <= sample_edge

print(f"Bohr radius = {BOHR_ANGSTROM:.6f} angstrom")
print(f"Hartree energy = {HARTREE_EV:.5f} eV")

metals = (("Al", 2.07, 0.7, 0.8), ("Na", 3.93, 0.9, 1.0))
errors = {}
for name, r_s, x_low, x_high in metals:
    k = fermi_wavevector(r_s)
    s = plasma_ratio(k)
    x_c = brentq(balance, 0.01, 5, args=(k,), xtol=1e-13)

    # Closed edge formula and its root against the pair integral
    edge_values = []
    for x in (0.2, 0.5, 0.9, 1.4):
        closed = 1 - 2 * bracket(x) / (np.pi * k * x**2)
        numeric = epsilon_pairs(x, 0.0, k)
        assert abs(closed - numeric) < 1e-7 * (1 + abs(closed))
        edge_values.append(numeric)
    assert np.all(np.diff(edge_values) > 0)
    assert abs(x_c - critical_from_pairs(k)) < 1e-7

    # A zero above the edge exists below x_c and is absent beyond it
    assert plasmon_height(0.98 * x_c, k) > 0
    heights = np.concatenate(([0.0], np.geomspace(1e-4, 30, 40)))
    beyond = [epsilon_pairs(1.02 * x_c, h, k) for h in heights]
    assert min(beyond) > 0 and np.all(np.diff(beyond) > 0)

    # Small-wavevector dispersion coefficient 3/(10 s)
    x = 0.05
    W = x + x**2 / 2 + x * plasmon_height(x, k)
    assert abs((W - s) / x**2 / (0.3 / s) - 1) < 0.01

    # Plasma energy and estimate from SI constants
    density = 3 / (4 * np.pi * (r_s * BOHR)**3)
    omega_si = np.sqrt(density * const.e**2
                       / (const.epsilon_0 * const.m_e))
    v_fermi = const.hbar * (3 * np.pi**2 * density)**(1 / 3) / const.m_e
    plasma_ev = s * k**2 * HARTREE_EV
    assert abs(const.hbar * omega_si / const.e / plasma_ev - 1) < 1e-6
    q_estimate = s * k / BOHR_ANGSTROM
    assert abs(omega_si / v_fermi * const.angstrom / q_estimate - 1) < 1e-6

    # Crossings of approximate plasmon curves with the full edge
    x_flat = np.sqrt(1 + 2 * s) - 1
    x_quadratic = 2 * s / (1 + np.sqrt(2 * s - 0.2))
    flat_root = brentq(lambda y: y + y**2 / 2 - s, 0, 2)
    quadratic_root = brentq(
        lambda y: y + y**2 / 2 - s - 0.3 * y**2 / s, 0, 2)
    assert abs(x_flat - flat_root) < 1e-9
    assert abs(x_quadratic - quadratic_root) < 1e-9
    assert x_flat < s and x_flat < x_quadratic < x_c

    errors[name] = 100 * (s / x_c - 1)
    critical_ev = (x_c + x_c**2 / 2) * k**2 * HARTREE_EV
    print(f"{name}: r_s (input) = {r_s:.2f}")
    print(f"{name}: k = kF*a0 = {k:.4f}")
    print(f"{name}: estimate s = omega_p/(vF kF) = {s:.4f}")
    for x in (x_low, x_high):
        print(f"{name}: x = {x:.1f}: left side {bracket(x):.4f}, "
              f"right side {np.pi * k * x**2 / 2:.4f}")
    print(f"{name}: x_c = q_c/kF = {x_c:.4f}")
    print(f"{name}: flat plasmon, full edge: x = {x_flat:.4f}")
    print(f"{name}: quadratic plasmon, full edge: x = {x_quadratic:.4f}")
    print(f"{name}: q_c = {x_c * k / BOHR_ANGSTROM:.4f} 1/angstrom")
    print(f"{name}: q_c = {x_c * k:.4f} 1/bohr")
    print(f"{name}: omega_p/vF = {q_estimate:.4f} 1/angstrom")
    print(f"{name}: error of estimate = {errors[name]:+.2f} percent")
    print(f"{name}: plasmon energy at q=0 = {plasma_ev:.3f} eV")
    print(f"{name}: plasmon energy at q_c = {critical_ev:.3f} eV")

assert abs(errors["Na"]) < abs(errors["Al"])

# Density at which the estimate is exact, and the sign on either side
s_exact = brentq(lambda s: bracket(s) - 2 / 3, 0.1, 3)
k_exact = 4 / (3 * np.pi * s_exact**2)
r_exact = fermi_wavevector(1.0) / k_exact
for factor, sign in ((0.9, 1), (1.1, -1)):
    k = fermi_wavevector(factor * r_exact)
    assert sign * (critical_from_pairs(k) - plasma_ratio(k)) > 0
print(f"Estimate exact at s = {s_exact:.4f}, r_s = {r_exact:.3f}")
for r_s in (1.0, 6.0):
    k = fermi_wavevector(r_s)
    ratio = critical_from_pairs(k) / plasma_ratio(k)
    print(f"r_s = {r_s:.0f}: q_c/(omega_p/vF) = {ratio:.4f}")

# Logarithmic law above the edge and tangential approach, aluminium
k = fermi_wavevector(2.07)
x_c = critical_from_pairs(k)
at_edge = epsilon_pairs(x_c, 0.0, k)
slopes = [(epsilon_pairs(x_c, h, k) - at_edge) / h for h in (1e-3, 1e-4)]
log_coefficient = (slopes[1] - slopes[0]) / np.log(10)
expected = 2 / (np.pi * k * x_c**3)
assert abs(log_coefficient / expected - 1) < 0.02
approach = []
for fraction in (0.9, 0.99, 0.999):
    x = fraction * x_c
    height = x * plasmon_height(x, k)
    approach.append(height / (x_c - x))
    print(f"Al: x/x_c = {fraction:.3f}: (W-edge) = {height:.3e}, "
          f"(W-edge)/(x_c-x) = {approach[-1]:.4f}")
assert approach[0] > approach[1] > approach[2] > 0

print("PASS")
```

Running it gives:

```
Bohr radius = 0.529177 angstrom
Hartree energy = 27.21139 eV
Al: r_s (input) = 2.07
Al: k = kF*a0 = 0.9271
Al: estimate s = omega_p/(vF kF) = 0.6766
Al: x = 0.7: left side 0.8224, right side 0.7136
Al: x = 0.8: left side 0.7539, right side 0.9321
Al: x_c = q_c/kF = 0.7386
Al: flat plasmon, full edge: x = 0.5340
Al: quadratic plasmon, full edge: x = 0.6525
Al: q_c = 1.2940 1/angstrom
Al: q_c = 0.6848 1/bohr
Al: omega_p/vF = 1.1854 1/angstrom
Al: error of estimate = -8.39 percent
Al: plasmon energy at q=0 = 15.825 eV
Al: plasmon energy at q_c = 23.655 eV
Na: r_s (input) = 3.93
Na: k = kF*a0 = 0.4883
Na: estimate s = omega_p/(vF kF) = 0.9323
Na: x = 0.9: left side 0.6966, right side 0.6213
Na: x = 1.0: left side 0.6479, right side 0.7671
Na: x_c = q_c/kF = 0.9392
Na: flat plasmon, full edge: x = 0.6925
Na: quadratic plasmon, full edge: x = 0.8141
Na: q_c = 0.8667 1/angstrom
Na: q_c = 0.4586 1/bohr
Na: omega_p/vF = 0.8603 1/angstrom
Na: error of estimate = -0.74 percent
Na: plasmon energy at q=0 = 6.050 eV
Na: plasmon energy at q_c = 8.956 eV
Estimate exact at s = 0.9596, r_s = 4.164
r_s = 1: q_c/(omega_p/vF) = 1.1908
r_s = 6: q_c/(omega_p/vF) = 0.9538
Al: x/x_c = 0.900: (W-edge) = 3.834e-02, (W-edge)/(x_c-x) = 0.5192
Al: x/x_c = 0.990: (W-edge) = 2.135e-03, (W-edge)/(x_c-x) = 0.2891
Al: x/x_c = 0.999: (W-edge) = 1.440e-04, (W-edge)/(x_c-x) = 0.1949
PASS
```
